# The Koelling-Harmon radial equations and the weighted Dirac average

## 1. The decision

In an all-electron or pseudopotential calculation for a heavy element one must decide, shell by shell, whether to solve the Dirac equation for both values of $j$ or a single scalar-relativistic equation for each $l$. The second choice halves the number of radial problems for $l\ge1$ and keeps spin out of the orbitals. It gives up the spin-orbit splitting knowingly. Does it at least put the single level at the centre of gravity of the two Dirac levels? It does so to first order in the spin-orbit coupling. The remainder is second order, small for the d and f levels computed below and several per cent of the splitting for the p levels.

The electron moves in a fixed, local, spherical potential energy $V(r)$, the same in every equation compared. In a self-consistent calculation the two treatments would also produce different potentials, an effect left out here. Units are Gaussian, $\alpha=e^2/\hbar c$, $a_0=\hbar^2/me^2$, and a prime means $d/dr$.

## 2. The radial Dirac equations

Let $\varepsilon$ be the energy without the rest energy $mc^2$. The upper and lower two-component parts $u,w$ of the Dirac spinor obey

$$c\,\boldsymbol\sigma\cdot\mathbf p\,w=(\varepsilon-V)u,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,u=(\varepsilon-V+2mc^2)w .$$

From $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ with $\mathbf a=\hat{\mathbf r}$, $\mathbf b=\mathbf p$, and $\sigma_r^2=1$ for $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$,

$$\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{\hbar r}\right).$$

The spin-angular functions $\chi_\kappa$ have definite $j$ and $l$. Since $\hbar\,\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34\hbar^2$, the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L/\hbar$ is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. With $\kappa=-(l+1)$ and $\kappa=l$ respectively, both cases read $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-\hbar(1+\kappa)\chi_\kappa$. The operator $\sigma_r$ keeps $j$ and reverses parity, so it turns $\chi_\kappa$ into $\chi_{-\kappa}$ up to a phase, chosen as $\sigma_r\chi_\kappa=-\chi_{-\kappa}$.

Insert $u=g\chi_\kappa$, $w=if\chi_{-\kappa}$ and define the position-dependent mass

$$M(r)=m+\frac{\varepsilon-V(r)}{2c^2},\qquad M'=-\frac{V'}{2c^2}.$$

Then $\varepsilon-V+2mc^2=2Mc^2$, and

$$\hbar c\left[g'+\frac{1+\kappa}{r}g\right]=2Mc^2f,\qquad \hbar c\left[f'+\frac{1-\kappa}{r}f\right]=-(\varepsilon-V)g. \tag{1}$$

We assume $M>0$, which holds for bound electron states in an attractive potential.

## 3. Eliminating the small component

Write $D=g'+(1+\kappa)g/r$. The first equation of (1) gives $f=\hbar D/(2Mc)$, hence

$$f'=\frac{\hbar}{2Mc}\left(D'-\frac{M'}{M}D\right)=\frac{\hbar}{2Mc}\left(D'+\frac{V'}{2Mc^2}D\right).$$

The second equation of (1) needs the combination

$$D'+\frac{1-\kappa}{r}D=g''+\frac{(1+\kappa)+(1-\kappa)}{r}g'+\frac{-(1+\kappa)+(1-\kappa^2)}{r^2}g=g''+\frac2rg'-\frac{\kappa(\kappa+1)}{r^2}g .$$

For both signs of $\kappa$, $\kappa(\kappa+1)=l(l+1)$. With $x=1+\kappa$ the result is

$$-\frac{\hbar^2}{2M}\left[g''+\frac2rg'-\frac{l(l+1)}{r^2}g\right]-\frac{\hbar^2V'}{4M^2c^2}\left[g'+\frac{x}{r}g\right]+Vg=\varepsilon g. \tag{2}$$

No approximation has been made. At given $l$ the two values of $j$ differ in the term with $x$ alone. Because $x$ is the eigenvalue of $-\boldsymbol\sigma\cdot\mathbf L/\hbar$, this is the spin-orbit term.

There are $2l+2$ states with $x=-l$ and $2l$ states with $x=l+1$. The weights are therefore $(l+1)/(2l+1)$ and $l/(2l+1)$, and

$$\langle x\rangle=\frac{-(l+1)l+l(l+1)}{2l+1}=0,\qquad \langle x^2\rangle=\frac{(l+1)l^2+l(l+1)^2}{2l+1}=l(l+1). \tag{3}$$

The vanishing mean is the reason for dropping the $x$ term and not, say, the whole bracket that contains it.

## 4. The Koelling-Harmon equations

Set $x=0$ in (2) and define $\varphi=\hbar g'/(2Mc)$. As for $f'$ above,

$$\hbar c\,\varphi'=\frac{\hbar^2}{2M}\left[g''+\frac{V'}{2Mc^2}g'\right].$$

Equation (2) with $x=0$ says that the right-hand side equals

$$-\frac{\hbar^2}{2M}\left[\frac2rg'-\frac{l(l+1)}{r^2}g\right]+(V-\varepsilon)g,$$

and here $(\hbar^2/2M)(2g'/r)=2\hbar c\,\varphi/r$. Dividing by $\hbar c$,

$$g'=\frac{2Mc}{\hbar}\varphi,\qquad \varphi'=-\frac2r\varphi+\left[\frac{\hbar\,l(l+1)}{2Mc\,r^2}+\frac{V-\varepsilon}{\hbar c}\right]g. \tag{4}$$

These are the scalar-relativistic equations. They need no derivative of $V$. For s states $\kappa=-1$ and $x=0$ from the start, so (4) is then the Dirac pair itself.

**What has been kept.** For $c\to\infty$, $M\to m$ and (2) becomes the Schrödinger equation. To order $1/c^2$, $1/M\approx1/m-(\varepsilon-V)/(2m^2c^2)$. Acting on a Schrödinger function $g_0$, for which the kinetic term equals $(\varepsilon-V)g_0$, the change of mass contributes $-(\varepsilon-V)^2/(2mc^2)$. This is the mass-velocity energy, $-p^4/(8m^3c^2)$ in the mean. For $l\ge1$ the $V'g'$ term has the mean value

$$-\frac{\hbar^2}{4m^2c^2}\int V'g_0g_0'\,r^2dr=\frac{\hbar^2}{8m^2c^2}\int(r^2V')'g_0^2\,dr=\frac{\hbar^2}{8m^2c^2}\langle\nabla^2V\rangle ,$$

by partial integration of $g_0g_0'=(g_0^2)'/2$, with $\int g_0^2r^2dr=1$. This is the Darwin energy. Both effects survive.

## 5. Normalization and the first-order splitting

Treat $x$ in (2) as a continuous parameter at fixed $l$, and let $\varepsilon(x)$ be the eigenvalue followed from $x=0$. Then $\varepsilon(0)$ is the scalar-relativistic level, while $\varepsilon(-l)$ and $\varepsilon(l+1)$ are the Dirac levels $j=l+\tfrac12$ and $j=l-\tfrac12$.

Since $(1/2M)'=V'/(4M^2c^2)$, the derivative terms of (2) combine into $-r^{-2}(r^2\hbar^2g'/2M)'$. Multiply (2) by $r^2g$ and integrate, with vanishing boundary terms:

$$F=\int_0^\infty r^2\left\{\frac{\hbar^2}{2M}\left[g'^2+\frac{l(l+1)}{r^2}g^2\right]+(V-\varepsilon)g^2-x\frac{\hbar^2V'}{4M^2c^2r}g^2\right\}dr=0. \tag{5}$$

Varying $g$ in $F$ gives back (2), so $F$ is stationary at a solution. When (5) is differentiated along the curve $\varepsilon(x)$, the change of $g$ drops out and $(\partial F/\partial\varepsilon)\,\varepsilon'(x)+\partial F/\partial x=0$. From $\partial(1/2M)/\partial\varepsilon=-1/(4M^2c^2)$ one finds $\partial F/\partial\varepsilon=-N$ at $x=0$, where

$$N=\int_0^\infty r^2\left\{g^2+\frac{\hbar^2}{4M^2c^2}\left[g'^2+\frac{l(l+1)}{r^2}g^2\right]\right\}dr, \tag{6}$$

and therefore

$$\varepsilon'(0)=-\frac1N\int_0^\infty\frac{\hbar^2V'}{4M^2c^2r}\,g^2r^2dr. \tag{7}$$

The second part of $N$ is a small-component density. With a common $g$, the Dirac relation is $f=\varphi+\hbar xg/(2Mcr)$. Averaging $f^2$ with (3) removes the cross term and leaves $\varphi^2+\hbar^2l(l+1)g^2/(4M^2c^2r^2)$, which is the integrand in (6). Normalizing with $g^2+\varphi^2$ alone would miss the $l(l+1)$ part.

For an attractive potential with $V'>0$, (7) is negative. The level $j=l+\tfrac12$, with $x=-l$, is raised, and $j=l-\tfrac12$ is lowered. To first order the splitting is

$$\Delta=\varepsilon(-l)-\varepsilon(l+1)\approx-(2l+1)\,\varepsilon'(0). \tag{8}$$

## 6. How far the average lies from the scalar level

The weighted Dirac average is

$$\varepsilon_{\rm av}=\frac{(l+1)\,\varepsilon(-l)+l\,\varepsilon(l+1)}{2l+1}.$$

Let $q(x)=\varepsilon(0)+Bx+Ax^2$ be the parabola through the three points $x=-l,0,l+1$. Averaging $q$ is the same as averaging $\varepsilon$, because they agree at both Dirac points. By (3) the linear term vanishes, and $\varepsilon_{\rm av}-\varepsilon(0)=l(l+1)A$. The function $\varepsilon-q$ has three zeros. By Rolle's theorem its first derivative has two zeros between them and its second derivative has one, at some $\xi$, where $\varepsilon''(\xi)=2A$. Hence

$$\varepsilon_{\rm av}-\varepsilon(0)=\tfrac12\,l(l+1)\,\varepsilon''(\xi),\qquad -l<\xi<l+1. \tag{9}$$

This requires $\varepsilon(x)$ to be twice differentiable on the interval. The first-order shift has cancelled whatever its size. When the curvature varies little, $\varepsilon''(0)$ may replace $\varepsilon''(\xi)$.

**Sign.** Freeze the energy inside $M$ for a moment. The operator in (2) is then linear in $x$, and its lowest eigenvalue is the minimum over $g$ of functions linear in $x$. Such a minimum is concave, so its second derivative is not positive. The energy dependence of $M$ adds corrections containing a further factor of order $1/mc^2$. While these are small, $\varepsilon''<0$ for the lowest state of each $l$, and the scalar level lies above the Dirac average. For higher states the second-order sum also contains positive terms from the states below, and this argument does not fix the sign.

## 7. Coulomb field: powers of Z

For $V=-Ze^2/r$ with $Z\alpha\ll1$, lengths scale as $a_0/Z$. In (7), $V'/r\propto Z/r^3\propto Z^4$, so the splitting scales as $Z^4\alpha^2e^2/a_0$. The curvature is the square of such a coupling divided by a level spacing $\propto Z^2$:

$$\varepsilon_{\rm av}-\varepsilon(0)\ \propto\ \frac{(Z^4\alpha^2)^2}{Z^2}\,\frac{e^2}{a_0}=Z^6\alpha^4\,\frac{e^2}{a_0}.$$

The second-order energy is finite at small $r$: with $g\sim r^l$, the $r^{-3}$ coupling produces a correction $\sim r^{l-1}$, and the integrand $r^l\,r^{-3}\,r^{l-1}\,r^2=r^{2l-2}$ is integrable for $l\ge1$.

For the 3d level between $Z=20$ and $Z=40$ the computed exponents are 4.02 for the splitting and 6.02 for the error of the average. Relative to the splitting, the error thus grows about as $(Z\alpha)^2$.

## 8. Close to the nucleus

The $x$ term is not a weak perturbation at every radius. Near a point nucleus $V\to-Ze^2/r$ and $M\to Ze^2/(2c^2r)$. This regime needs $r\ll Ze^2/(2mc^2)=Z\alpha^2a_0/2$, about $0.002\,a_0$ for $Z=80$. Multiply (2) by $-2M/\hbar^2$. The factor $V'/(2Mc^2)$ tends to $1/r$, and $2M(\varepsilon-V)/\hbar^2$ tends to $Z^2\alpha^2/r^2$, so that

$$g''+\frac3rg'+\frac{Z^2\alpha^2-l(l+1)+x}{r^2}g=0 .$$

The spin-orbit term has the same $r^{-2}$ form as the centrifugal term. Insert $g=r^{s-1}$. The derivatives give $(s-1)(s-2)+3(s-1)=s^2-1$, hence

$$s^2=l(l+1)+1-x-Z^2\alpha^2. \tag{10}$$

For $x=-l$ and $x=l+1$ this is the Dirac value $s^2=\kappa^2-Z^2\alpha^2$. For $x=0$ it is $s^2=l^2+l+1-Z^2\alpha^2$. At $Z=80$ the function $rg$ of a p state starts as

- $r^{0.81}$ for p$_{1/2}$,
- $r^{1.63}$ for the scalar equation,
- $r^{1.91}$ for p$_{3/2}$.

The scalar p function resembles p$_{3/2}$ more than p$_{1/2}$, whose $g$ even diverges weakly. The exponent does not depend on $\varepsilon$. A finite sum of scalar p functions therefore cannot reproduce the leading power of p$_{1/2}$. In a nucleus of finite size $V'/r$ stays finite, the ordinary power $g\sim r^l$ returns at the origin, and (10) can at most describe a zone outside the nucleus.

## 9. Worked example: p, d and f levels

The model potential is a screened Coulomb field with round parameters,

$$V(r)=-\frac{e^2}{r}\left[1+\frac{Z-1}{(1+r/b)^2}\right],\qquad Z=80,\quad b=0.4\,a_0 .$$

It has the full nuclear charge inside and unit charge far outside, and it represents no particular atom. The Dirac levels come from (1), the scalar levels from (4). A separate variational solution of (2) agrees with both to a relative deviation below $10^{-10}$.

For 4f the level $j=\tfrac72$ has 8 states and $j=\tfrac52$ has 6. In hartree,

$$\varepsilon_{\rm av}=\frac{8(-8.028347)+6(-8.264640)}{14}=-8.129615 ,$$

and the scalar level is $-8.128174$. The difference is $-0.00144$ hartree, or $-0.039$ eV, against a splitting of 0.236 hartree. All levels, with $\delta=\varepsilon_{\rm av}-\varepsilon(0)$:

| level | $\Delta$ (hartree) | $\delta$ (hartree) | $\delta$ (eV) | $\lvert\delta\rvert/\Delta$ |
|---|---|---|---|---|
| 2p | 78.74 | −5.53 | −150 | 7.0 % |
| 3p | 18.16 | −1.27 | −34.6 | 7.0 % |
| 5p | 0.942 | −0.0701 | −1.91 | 7.4 % |
| 6p | 0.128 | −0.0101 | −0.276 | 7.9 % |
| 3d | 4.268 | −0.0631 | −1.72 | 1.5 % |
| 5d | 0.141 | −0.00253 | −0.069 | 1.8 % |
| 4f | 0.236 | −0.00144 | −0.039 | 0.6 % |

Every scalar level lies above its Dirac average. For 2p, 3d and 4f this is the sign argued in section 6. For the other four it is a finding in this potential.

**Is the curvature the whole story?** The estimate $l(l+1)\varepsilon''(0)/2$, with $\varepsilon''(0)$ from finite differences of step 0.5 in $x$, gives $-0.001435$ hartree for 4f against the actual $-0.001442$, and $-0.0619$ for 3d against $-0.0631$. For 2p it gives $-4.35$ against $-5.53$, a shortfall of about 21 % of the actual difference. The curvature of the p levels therefore changes noticeably between $x=-1$ and $x=2$. The finite step itself alters the 2p estimate by less than 1 %.

The splitting shows the same pattern. Expanding $\varepsilon(-l)-\varepsilon(l+1)$ one order beyond (8) adds $\tfrac12[l^2-(l+1)^2]\varepsilon''(0)=-\tfrac12(2l+1)\varepsilon''(0)$. For 2p, $l(l+1)/2=1$, so $\varepsilon''(0)\approx-4.35$ hartree. The first-order 67.86 becomes $67.86+6.52=74.38$ hartree, still short of 78.74. For 3d, $\varepsilon''(0)\approx-0.0619/3=-0.0206$, and $4.210+0.052=4.262$ comes close to 4.268.

**Where the p error sits.** Add the first-order spin-orbit energy $x\,\varepsilon'(0)$ to the scalar 6p level at $-0.6141$ hartree. The first-order splitting is 0.1078, so $\varepsilon'(0)=-0.1078/3=-0.0359$. Then

- $j=\tfrac32$, $x=-1$: $-0.61407+0.03595=-0.57812$, against the Dirac value $-0.5815$;
- $j=\tfrac12$, $x=2$: $-0.6141-0.0719=-0.6860$, against $-0.7096$.

The errors are 0.003 and 0.024 hartree. Most of the failure belongs to p$_{1/2}$. A constant curvature would already make its error four times that of p$_{3/2}$, because the second-order term is proportional to $x^2$, which is 4 against 1. The computed ratio is about 7, so higher orders in $x$ contribute as well. First-order spin-orbit coupling cannot repair the average, because by (3) its own average is zero.

**The nearly constant ratio.** For the p levels in the table $\lvert\delta\rvert/\Delta$ stays between 7 and 8 % while $\Delta$ falls by a factor of about 600. A possible explanation, offered as a conjecture, is that the spin-orbit term acts at small $r$, where $\lvert V\rvert\gg\lvert\varepsilon\rvert$ and p functions of different $n$ have nearly the same shape. Both $\delta$ and $\Delta$ would then shrink roughly as the square of the inner amplitude of the orbital. For 2p the inequality holds only moderately, so the proportionality can be no more than approximate there. The conjecture also leaves unexplained the rise of the ratio from 7.0 % at 3p to 7.9 % at 6p, where the inequality is well satisfied.

## 10. Using the result

In this model the scalar equation places the 5d and 4f centres of gravity to better than 0.1 eV. That is enough when the splitting itself is not needed. If the splitting is added afterwards to first order, the separate 5d and 4f levels come out within about 0.11 eV of their Dirac values. The 6p centre is off by 0.28 eV, and its p$_{1/2}$ level remains off by 0.024 hartree, about 0.6 eV, after the first-order correction. Where p$_{1/2}$ energies matter at that level, the Dirac pair (1) should be solved for the p shells. For deep p shells the error of the average is many electronvolts, though only about 1 % of the 2p energy. It matters directly when core energies are wanted. In a self-consistent calculation it can also matter indirectly, because the scalar core density differs from the Dirac average and acts on the other levels. All figures here hold for a frozen potential and leave this effect out. They also belong to this model with its point nucleus. A Gaussian nuclear charge of rms radius 5.46 fm changes $\delta$ of 2p, 3p and 6p by less than 0.2 % and the 2p splitting from 78.74 to 78.72 hartree. The full set of levels is in the numerical output.

## Computed values

```
Z = 80, b = 0.4 bohr, c = 137.035999 a.u.
1 hartree = 27.211386 eV
Coulomb 1s: SR -3532.192093, Dirac -3532.192093 hartree
Coulomb energies, largest relative error 4.6e-12
power at nucleus, Dirac p1/2: 0.813 (formula 0.812)
power at nucleus, SR p: 1.631 (formula 1.631)
power at nucleus, Dirac p3/2: 1.913 (formula 1.913)
Coulomb 3d, Z 20 to 40: splitting ~ Z^4.02
Coulomb 3d, Z 20 to 40: average - SR ~ Z^6.02
Model levels; energies in hartree unless marked
2p: j=l-1/2 -575.041310, j=l+1/2 -496.296950
  average -522.545070, SR -517.019862, small weight 0.02123
  average-SR -5.525e+00 = -1.503e+02 eV, curvature est. -4.348e+00
  splitting 78.744359, first order 67.857789, |av-SR|/split 7.017 %
3p: j=l-1/2 -137.301558, j=l+1/2 -119.142026
  average -125.195203, SR -123.923633, small weight 0.00729
  average-SR -1.272e+00 = -3.460e+01 eV, curvature est. -9.923e-01
  splitting 18.159532, first order 15.640010, |av-SR|/split 7.002 %
5p: j=l-1/2 -5.417050, j=l+1/2 -4.474595
  average -4.788747, SR -4.718642, small weight 0.00064
  average-SR -7.011e-02 = -1.908e+00 eV, curvature est. -5.445e-02
  splitting 0.942455, first order 0.803043, |av-SR|/split 7.439 %
6p: j=l-1/2 -0.709572, j=l+1/2 -0.581514
  average -0.624200, SR -0.614072, small weight 0.00011
  average-SR -1.013e-02 = -2.756e-01 eV, curvature est. -7.832e-03
  splitting 0.128058, first order 0.107842, |av-SR|/split 7.909 %
3d: j=l-1/2 -104.247924, j=l+1/2 -99.979763
  average -101.687027, SR -101.623934, small weight 0.00700
  average-SR -6.309e-02 = -1.717e+00 eV, curvature est. -6.186e-02
  splitting 4.268161, first order 4.210130, |av-SR|/split 1.478 %
5d: j=l-1/2 -2.142072, j=l+1/2 -2.001101
  average -2.057489, SR -2.054963, small weight 0.00044
  average-SR -2.527e-03 = -6.875e-02 eV, curvature est. -2.472e-03
  splitting 0.140971, first order 0.138627, |av-SR|/split 1.792 %
4f: j=l-1/2 -8.264640, j=l+1/2 -8.028347
  average -8.129615, SR -8.128174, small weight 0.00180
  average-SR -1.442e-03 = -3.923e-02 eV, curvature est. -1.435e-03
  splitting 0.236293, first order 0.235412, |av-SR|/split 0.610 %
two methods, largest relative deviation 7.1e-11
```
